# Acceptor g-Factors under Strong [001] Strain, part 1

(Sections cited here and not found follow in the second part.)

## The strained acceptor and its linear g-factors

An acceptor such as boron in silicon binds a hole at low temperature, and without strain the lowest level of that hole is fourfold degenerate. If the crystal is squeezed or stretched along [001], the level separates into two pairs of states. A magnetic field then splits each pair, but the two pairs respond to its direction in different ways. One splits most when the field lies along the strain axis and loses its linear splitting when the field is turned perpendicular to that axis. The other splits twice as much in the perpendicular direction as along the axis. The magnetic interaction of the unstrained acceptor may have been isotropic, so the question is how strain alone produces this anisotropy, and why one transverse g-factor vanishes.

The fourfold level comes from the top of the valence band. The states there are built from orbitals with angular momentum $L=1$ and from the spin $S=1/2$. Spin-orbit coupling puts the four states with total angular momentum $J=3/2$ at the band edge and separates them from the two states with $J=1/2$. The ground level of a shallow acceptor has the same symmetry as the $J=3/2$ set. Its response to weak perturbations can therefore be written with the matrices $J_x,J_y,J_z$ of a spin 3/2, even though the bound hole extends over many lattice cells. These matrices are dimensionless here, with $\hbar$ taken out, and $x,y,z$ are the cube axes.

Energies are those of the hole, so that the ground state is the lowest level. They are given in meV, since the level splittings below would be very small numbers in atomic units. Two perturbations are kept: strain to first order, and a Zeeman term with one isotropic coefficient $g_1$. The other levels of the acceptor are taken to be far away. For normal strains $\varepsilon_{ii}$ without shear, the Hamiltonian is

$$
H=b'\sum_{i=x,y,z}\varepsilon_{ii}\left(J_i^2-\frac54\right)+g_1\mu_B\,\mathbf B\cdot\mathbf J .
$$

Here $b'$ is the deformation potential of the acceptor level and $\mu_B$ the Bohr magneton. A strain that changes only the volume shifts all four states together, and this common shift has been dropped. The subtraction of $5/4$ ensures that the remaining term has no such shift: since $J_x^2+J_y^2+J_z^2=J(J+1)=15/4$, the sum vanishes when the three strains are equal. The coefficient $g_1$ is taken as positive. Reversing the sign of the whole Zeeman term interchanges the members of a doublet but leaves the size of the splitting unchanged.

Strain along [001] means $\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon_\parallel$, with $\varepsilon_{zz}$ different. The two in-plane terms combine through $J_x^2+J_y^2=15/4-J_z^2$:

$$
\begin{aligned}
\sum_i\varepsilon_{ii}\left(J_i^2-\frac54\right)
&=\varepsilon_\parallel\left(\frac{15}{4}-J_z^2-\frac52\right)
+\varepsilon_{zz}\left(J_z^2-\frac54\right)\\
&=\varepsilon_\parallel\left(\frac54-J_z^2\right)
+\varepsilon_{zz}\left(J_z^2-\frac54\right)\\
&=(\varepsilon_{zz}-\varepsilon_\parallel)\left(J_z^2-\frac54\right).
\end{aligned}
$$

With the abbreviation $D=b'(\varepsilon_{zz}-\varepsilon_\parallel)$, the Hamiltonian becomes

$$
H=D\left(J_z^2-\frac54\right)+g_1\mu_B\,\mathbf B\cdot\mathbf J .
$$

Let $|m\rangle$ be the state with $J_z|m\rangle=m|m\rangle$. For $m=\pm3/2$ the bracket equals $9/4-5/4=1$, and for $m=\pm1/2$ it equals $1/4-5/4=-1$. The strain thus gives

$$
E_{3/2}=D,\qquad E_{1/2}=-D,
$$

and the gap between the doublets is $2|D|$. The sign of $D$ decides which doublet is lower. Within this four-state model it has no influence on the linear g-factors, as the derivation will show.

The transverse matrices follow from the ladder operators $J_\pm=J_x\pm iJ_y$. The raising operator obeys

$$
J_+|m\rangle=\sqrt{\frac{15}{4}-m(m+1)}\;|m+1\rangle .
$$

For $m=-3/2,-1/2,1/2$ the square roots are $\sqrt3$, $2$ and $\sqrt3$. Because $J_x=(J_++J_-)/2$, its nonzero matrix elements are half of these numbers. In the order $m=3/2,1/2,-1/2,-3/2$,

$$
J_x=\begin{pmatrix}
0&\frac{\sqrt3}{2}&0&0\\
\frac{\sqrt3}{2}&0&1&0\\
0&1&0&\frac{\sqrt3}{2}\\
0&0&\frac{\sqrt3}{2}&0
\end{pmatrix}.
$$

The matrix $J_y=(J_+-J_-)/(2i)$ has its nonzero elements in the same places. Each transverse component therefore connects neighbouring values of $m$ and no others. The states $\pm1/2$ are neighbours. The states $\pm3/2$ stand at opposite ends of the ladder.

Strong strain means that the magnetic energy is small compared with the gap. Define

$$
\beta=g_1\mu_BB,\qquad \beta\ll2|D| .
$$

The field then acts mainly within each doublet. To see this, and to learn what is neglected, call the Zeeman term $V$. Let $P$ project onto the doublet of interest, whose strain energy is $E_P$, and let $Q$ project onto the other, with energy $E_Q$. An eigenstate has the parts $\psi_P$ and $\psi_Q$, which satisfy

$$
\begin{aligned}
(E_P+PVP)\psi_P+PVQ\,\psi_Q&=E\psi_P,\\
QVP\,\psi_P+(E_Q+QVQ)\psi_Q&=E\psi_Q .
\end{aligned}
$$

The second equation gives $\psi_Q=(E-E_Q-QVQ)^{-1}QVP\,\psi_P$. For a level that starts from $E_P$, the quantity in the bracket differs from $E_P-E_Q$ by terms of order $\beta$. Inserting the leading form into the first equation yields the effective Hamiltonian within the doublet,

$$
H_{\rm eff}=E_P+PVP+\frac{PVQVP}{E_P-E_Q}+O\!\left(\frac{\beta^3}{D^2}\right).
$$

The linear Zeeman splitting comes from $PVP$ alone. The strain enters this term by selecting the two states, while the size of $D$ drops out. This is why strong strain leads to definite g-factors that do not depend on how large the strain is, as long as the other levels of the acceptor can be ignored.

Each doublet can be described by a pseudospin $\mathbf s$ with $s=1/2$. For states $|+\rangle$ and $|-\rangle$ its components are

$$
\begin{aligned}
s_z&=\frac12\big(|+\rangle\langle+|-|-\rangle\langle-|\big),\\
s_x&=\frac12\big(|+\rangle\langle-|+|-\rangle\langle+|\big),\\
s_y&=\frac1{2i}\big(|+\rangle\langle-|-|-\rangle\langle+|\big).
\end{aligned}
$$

The effective g-factors are defined by writing the linear term as

$$
PVP=\mu_B\left[g_\parallel B_zs_z+g_\perp(B_xs_x+B_ys_y)\right].
$$

The labels parallel and perpendicular refer to the strain axis. The pseudospin is a way of numbering two states. It is not the spin of the hole, and its g-factor need not resemble that of a free electron.

For the 3/2 doublet take $|+\rangle=|3/2\rangle$ and $|-\rangle=|-3/2\rangle$. The diagonal elements of $J_z$ are $3/2$ and $-3/2$, while those of $s_z$ are $1/2$ and $-1/2$. Hence $PJ_zP=3s_z$. The corner elements of $J_x$ vanish, as do those of $J_y$, and neither matrix has diagonal elements. Therefore

$$
PJ_xP=PJ_yP=0,
$$

$$
g_\parallel^{(3/2)}=3g_1,\qquad g_\perp^{(3/2)}=0 .
$$

For the 1/2 doublet take $|+\rangle=|1/2\rangle$ and $|-\rangle=|-1/2\rangle$. Now $J_z$ has the elements $\pm1/2$, so $PJ_zP=s_z$. The central element of $J_x$ is 1, whereas $s_x$ has the element $1/2$; hence $PJ_xP=2s_x$. For the third component,

$$
\langle1/2|J_y|-1/2\rangle=\frac{2}{2i}=-i,
\qquad
\langle1/2|s_y|-1/2\rangle=\frac1{2i}=-\frac i2,
$$

so that $PJ_yP=2s_y$ with the same sign. The result is

$$
g_\parallel^{(1/2)}=g_1,\qquad g_\perp^{(1/2)}=2g_1 .
$$

The vanishing value has a direct meaning. Any state of the 3/2 doublet has the form $a|3/2\rangle+c|-3/2\rangle$, and in each such state the mean values of $J_x$ and $J_y$ are zero. The doublet has no transverse magnetic dipole that a transverse field could orient. The transverse components still fluctuate, since

$$
\langle J_x^2\rangle=\frac12\left(\frac{15}{4}-\frac94\right)=\frac34 ,
$$

but these fluctuations lead out of the doublet, across the strain gap. In the 1/2 doublet, by contrast, the superposition $(|1/2\rangle+|-1/2\rangle)/\sqrt2$ has $\langle J_x\rangle=1$. This is twice the value $\langle J_z\rangle=1/2$ of the state $|1/2\rangle$ and explains the ratio of its two g-factors.

The zero does not depend on the particular length of the angular momentum ladder. Suppose that the zero-field Hamiltonian is symmetric under rotations about $z$ and that its states carry a total angular momentum $M$ along $z$. A magnetic moment operator $\mathbf m$ that transforms as a vector has a raising part $m_+=m_x+im_y$ with $[J_z,m_+]=m_+$, where $J_z$ now denotes the total angular momentum. Taking this relation between the members of an $M=\pm3/2$ doublet gives

$$
\left(\frac32+\frac32-1\right)\langle3/2|m_+|-3/2\rangle=0 .
$$

The bracket equals 2, so the matrix element must vanish. The lowering part would take $-3/2$ to $-5/2$ and cannot connect the pair in this direction either. Axial symmetry and a vector coupling are thus sufficient for $g_\perp=0$. A real cubic crystal under [001] strain does not have full axial symmetry, and this will limit the result.

For a field at an angle $\theta$ to [001], the 3/2 doublet feels only the component $B\cos\theta$. In the 1/2 doublet the linear term is $\beta\,\mathbf a\cdot\mathbf s$, where $\mathbf a$ has the length $\sqrt{\cos^2\theta+4\sin^2\theta}$. Since $(\mathbf a\cdot\mathbf s)^2=|\mathbf a|^2/4$, the energies are $\pm\beta|\mathbf a|/2$. The splittings divided by $\mu_BB$ are therefore

$$
g_{3/2}(\theta)=3g_1|\cos\theta|,
$$

$$
g_{1/2}(\theta)=g_1\sqrt{\cos^2\theta+4\sin^2\theta}.
$$

The two are equal when $9\cos^2\theta=\cos^2\theta+4\sin^2\theta$, or $\tan^2\theta=2$, where both have the value $\sqrt3\,g_1$.

As an example, consider a boron-like acceptor in a silicon layer under an in-plane compression of 0.05 %. The layer surface is free, so the stress along $z$ is zero:

$$
C_{11}\varepsilon_{zz}+2C_{12}\varepsilon_\parallel=0 .
$$

With the rough elastic ratio $C_{12}/C_{11}=0.39$, this gives $\varepsilon_{zz}=-2(0.39)(-0.050\,\%)=0.039\,\%$. The rough value $b'=-1.4$ eV then leads to

$$
D=-1400\ {\rm meV}\times(0.00039+0.00050)=-1.246\ {\rm meV}.
$$

The 3/2 doublet is lower for the hole, and the gap is about 2.5 meV. The further digits of $D$ exceed the accuracy of the rough inputs and are kept only so that formulas can be compared with the diagonalization. At 1 T the magnetic energy is $\mu_BB=0.0579$ meV. With the rough value $g_1=1.1$, $\beta=0.0637$ meV, which is 2.6 % of the gap. The strain is strong in the sense required.

The 3/2 doublet has $g_\parallel=3.3$ and $g_\perp=0$; the 1/2 doublet has 1.1 and 2.2. Along [001] their splittings at 1 T correspond to about 46 and 15 GHz. In the transverse direction the linear splittings correspond to zero and about 31 GHz. Diagonalization of the full four-state matrix at small field gives the same g-factors. At 30° from the axis it gives 2.86 for the 3/2 doublet and 1.46 for the 1/2 doublet, and at 60° it gives 1.65 and 1.98, in agreement with the two angular formulas.

A splitting of 46 GHz does not by itself imply a visible microwave resonance. With the static field along [001], the states remain $|\pm3/2\rangle$. An oscillating transverse magnetic field then has no matrix element between them, for the same reason that $g_\perp$ is zero. In this ideal model the resonance within the 3/2 doublet is magnetically forbidden in that geometry.

Strain along [001] splits the fourfold acceptor level into two doublets, and with an isotropic Zeeman term their linear g-factors along and across the strain axis are $3g_1$ and $0$ for the 3/2 doublet, and $g_1$ and $2g_1$ for the 1/2 doublet. It remains to find what happens at higher order in the field, and how far the vanishing transverse g-factor survives cubic Zeeman terms, unequal in-plane strain and mixing with other levels.

All numerical values are calculated from the stated model.
